# Assist features reshape the pupil spectrum but leave the optical cutoff unchanged

Assist features too small to print do not let a projection lens transmit finer detail. For a lens of numerical aperture NA at wavelength \(\lambda\), the image intensity contains no spatial frequency above \(2\,\mathrm{NA}/\lambda\), whatever is drawn on the mask. Assists redistribute an isolated feature's spectrum inside that fixed band. If their spacing matches an off-axis illumination, the spectrum gathers where dense lines have their diffraction orders, and the focus response moves toward that of dense lines. In the example below, two pairs of assists cut the focus curvature at the centre of an isolated slot from 9.55 to 4.38 µm⁻², while dense lines have zero.

## The belief and its appeal

The belief is that assists raise the resolution limit: they add fine structure to the mask, and the main feature prints with a steeper edge, as if the lens had gained bandwidth.

The observations behind it are sound. In the example, the normalized slope at the edge of the slot rises from 1.95 to 2.50 when assists are added. The mask does contain more fine structure. The error lies in the inference, because a steeper edge can also come from a better use of frequencies that the lens already transmits.

## The imaging model

Take long clear slots in an opaque, thin mask, with all lengths measured at wafer scale. The electric field lies along the slots, and the source points lie in the plane across them. All diffracted waves then share one polarization, so a scalar field suffices. Imaging is in air, without aberrations, radiometric factors or resist diffusion. Intensity is relative to a clear mask.

A slot of width \(w_j\) centred at \(c_j\) contributes the Fourier integral of its transmission, so the mask spectrum is

\[
M(f)=\sum_j\int_{c_j-w_j/2}^{c_j+w_j/2}e^{-2\pi i f x}\,dx
=\sum_j w_j\,\mathrm{sinc}(w_jf)\,e^{-2\pi i f c_j},
\]

with \(\mathrm{sinc}(u)=\sin(\pi u)/(\pi u)\).

A source point at frequency \(s\) illuminates the mask with \(e^{2\pi i s x}\). This shifts mask frequency \(f\) to pupil frequency \(g=f+s\), and the lens passes \(|g|\le g_m=\mathrm{NA}/\lambda\). Over a defocus \(z\), a wave of transverse frequency \(g\) acquires the phase \(2\pi z\sqrt{1/\lambda^2-g^2}\). Removing the common phase \(2\pi z/\lambda\) leaves \(-2\pi zW(g)\), where

\[
W(g)=\frac1\lambda-\sqrt{\frac1{\lambda^2}-g^2}.
\]

The field from one source point is therefore

\[
E_s(x,z)=\int_{-g_m}^{g_m}M(g-s)\,e^{2\pi i[gx-zW(g)]}\,dg .
\]

Different source points are mutually incoherent, so their intensities add.

## Why the cutoff cannot move

Write \(A(g)=M(g-s)e^{-2\pi izW(g)}\) inside the pupil and \(A=0\) outside. The intensity is

\[
|E_s|^2=\iint A(g)A^*(g')\,e^{2\pi i(g-g')x}\,dg\,dg' .
\]

Setting \(q=g-g'\) collects the terms with image frequency \(q\):

\[
\hat I_s(q)=\int A(g'+q)\,A^*(g')\,dg' .
\]

Both factors are nonzero only if \(g'\) and \(g'+q\) lie in \([-g_m,g_m]\). Two points of this interval are at most \(2g_m\) apart, so \(\hat I_s(q)=0\) for \(|q|>2g_m\). Adding source points cannot fill a region where every contribution is zero. The mask enters through the values of \(A\), never through the limits of the interval.

The range of accepted mask frequencies is equally fixed: \(|f+s|\le g_m\) allows \(|f|\) up to \(g_m+|s|\). Off-axis illumination extends this range on one side; assists do not.

The example uses \(\lambda=193\) nm and NA = 0.75, so \(g_m=0.75/(0.193\ \text{µm})=3.886\) µm⁻¹ and the image cutoff is 7.772 µm⁻¹. A grating of 120 nm pitch has frequency \(1/0.120=8.333\) µm⁻¹ and lies beyond it. Placing a 20 nm assist in every other gap makes the true period 240 nm. A Fourier coefficient of magnitude 0.048 then appears at 240 nm, which means a cosine of amplitude \(2\times0.048=0.096\) in the image, while the harmonic at 120 nm remains zero to rounding error. The assists have created a coarser pattern and have not resolved the finer one.

This cutoff applies to the optical intensity. It is not a lower bound on the width of a single printed slot, and a resist threshold can turn a smooth intensity into a sharp-edged pattern.

## What defocus measures

Consider the centre of a symmetric pattern, \(x=0\). Symmetry makes \(M\) real and even. Let

\[
N=\int_{-g_m}^{g_m}M(g-s)\,dg,\qquad
\langle W^n\rangle=\frac1N\int_{-g_m}^{g_m}W^n(g)\,M(g-s)\,dg ,
\]

with \(N\ne0\), and let \(\alpha=2\pi z\). Expanding the exponential gives

\[
\frac{E_s(0,z)}{N}=1-i\alpha\langle W\rangle-\frac{\alpha^2}{2}\langle W^2\rangle+O(\alpha^3).
\]

Since \(M\) is real, the cubic term is purely imaginary. The squared real part is \(1-\alpha^2\langle W^2\rangle+O(\alpha^4)\), and the squared imaginary part is \(\alpha^2\langle W\rangle^2+O(\alpha^4)\). Their sum is

\[
\frac{I(0,z)}{I(0,0)}=1-Kz^2+O(z^4),\qquad
K=(2\pi)^2\left(\langle W^2\rangle-\langle W\rangle^2\right).
\]

The sources at \(+s\) and \(-s\) give the same central intensity, as the substitution \(g\to-g\) shows, so \(K\) also holds for the pair.

Defocus harms the centre to the extent that the collected waves have different values of \(W\). A phase shared by all of them has no effect. The bracket has the form of a variance, but its weight \(M(g-s)\) is an amplitude that may change sign, so positivity is not guaranteed.

Two limits show the range of behaviour. For a very narrow slot on axis, \(M\) is constant across the pupil. At small NA, \(W\approx\lambda g^2/2\), so \(W/W(g_m)=t^2\) with \(t=g/g_m\). The averages over \(-1\le t\le1\) are \(\langle t^2\rangle=1/3\) and \(\langle t^4\rangle=1/5\), hence

\[
\frac{\langle W^2\rangle-\langle W\rangle^2}{W(g_m)^2}=\frac15-\frac19=\frac4{45}.
\]

Such a narrow slot fills the pupil evenly, and its waves lose step with one another.

Dense lines of pitch \(p\) have discrete orders at \(f=n/p\). With \(s=1/(2p)\), the orders \(n=0\) and \(n=-1\) reach the pupil at \(g=+s\) and \(g=-s\). The next ones fall at \(\pm3/(2p)\). For \(p=200\) nm these positions are ±2.5 and ±7.5 µm⁻¹, so only the first two pass. Since \(W(s)=W(-s)\), their defocus phases are equal. For slots of width \(p/2\), the order amplitudes are \(c_0=1/2\) and \(c_1=\tfrac12\mathrm{sinc}(\tfrac12)=1/\pi\), and

\[
I(x,z)=c_0^2+c_1^2+2c_0c_1\cos(2\pi x/p).
\]

The defocus \(z\) has disappeared from the entire image, not merely from its centre.

## How assists imitate dense lines

Surround a main slot of width \(w\) with assists of width \(a\) at \(\pm np\). Each pair contributes two conjugate phase factors, which add to a cosine:

\[
M(f)=w\,\mathrm{sinc}(wf)+2a\,\mathrm{sinc}(af)\sum_{n}\cos(2\pi npf).
\]

At \(g=+s\), \(f=0\) and every cosine is 1. At \(g=-s\), \(f=-2s=-1/p\) and every cosine is again 1. The assists therefore reinforce the spectrum at the two positions occupied by the dense-line orders.

Take \(w=100\) nm, \(a=40\) nm, \(p=200\) nm and two pairs. At \(g=+s\) the spectrum rises from 100 to \(100+4\times40=260\) nm. At \(g=-s\) it rises from 63.7 to 213.3 nm. At \(g=0\) it stays at 90.0 nm, because the two cosines there are \(-1\) and \(+1\).

The spectrum is strongly suppressed on either side of the pupil centre. With \(\varphi=2\pi pf\), the sum \(\cos\varphi+\cos2\varphi=2\cos^2\varphi+\cos\varphi-1\) is smallest at \(\cos\varphi=-1/4\), where it equals \(-9/8\). Apart from the slowly varying sinc factor, the assists contribute \(-80\times9/8=-90\) nm there, which nearly cancels the main slot's term.

The share of collected spectral energy within \(0.15g_m\) of \(\pm s\) rises from 0.29 to 0.81. A flat spectrum would give \(4\times0.15/2=0.30\), so the isolated slot shows almost no preference for these positions.

The imitation remains partial. A very long row of full-width slots does approach the dense-line field: with 201 slots, the central field differs by 0.0009 in units of the clear-mask field. Narrow assists cannot reach that limit even in unlimited number. Such a mask equals a grating of slots of width \(a\) plus the extra width of the main slot, whose spectrum \(w\,\mathrm{sinc}(wf)-a\,\mathrm{sinc}(af)\) is still continuous.

## The size of the effect

The central focus curvature \(K\) is 9.55 µm⁻² for the isolated slot, 7.41 with one pair of assists and 4.38 with two. The decrease does not continue steadily: a third pair lowers \(K\) again, but a fourth raises it. The share of energy near \(\pm s\) is therefore not enough to determine \(K\), whose weight is a signed amplitude. The leading-order defocus for a 10% loss of central intensity is \(\sqrt{0.1/K}\). This gives \(\sqrt{0.1/9.55}=0.102\) µm without assists and \(\sqrt{0.1/4.38}=0.151\) µm with two pairs. The full calculation gives 105 and 155 nm; the small differences come from the higher powers of \(z\).

Central intensity alone does not determine the printed width. For a fair comparison, each pattern receives its own threshold, chosen to print 100 nm in focus. This amounts to a separate dose for each pattern. At 150 nm defocus the results are:

| Pattern | Central intensity retained | Printed width |
|---|---:|---:|
| Isolated | 0.81 | 78 nm |
| With assists | 0.91 | 92 nm |
| Dense | 1.00 | 100 nm |

The width error falls from about 22 to 8 nm. At the nominal edge, 50 nm from the centre, the normalized slope \(w|dI/dx|/I\) drops from 1.95 to 1.64 for the isolated slot, but only from 2.50 to 2.48 with assists. The dense value stays at 2.85.

These gains occur without new image frequencies. In a Fourier analysis of images computed by real-space convolution, the component at 0.85 of the cutoff, relative to the zero-frequency component, is 0.11 for the isolated slot and 0.02 with assists. At this frequency the assisted image has less content, although its edge is steeper. It has more content near \(1/p=5\) µm⁻¹, the frequency of the dense lines, which lies well inside the band. From 1 µm⁻¹ above the cutoff up to 20 µm⁻¹, the largest sampled component is below \(10^{-9}\) in both cases. The small remainder is compatible with leakage from the finite analysis window.

The assists also remain nonprinting. In the region of the assists, sampled from 120 to 700 nm from the centre and from focus to 150 nm defocus, the largest intensity is 0.210, against a threshold of 0.316. The ratio is 0.66, so within this threshold model the dose could rise by a factor of about \(1/0.66=1.5\) before an assist printed. Resist effects left out here could change that margin. So could the mask itself: with the usual fourfold reduction, a 40 nm assist is 160 nm wide on the mask, less than the wavelength, and the thin-mask model is then only approximate.

## When the resemblance fails

Spacing matters. With the same illumination but assists at 300 and 600 nm, the cosines at \(g=-s\) are \(\cos3\pi=-1\) and \(\cos6\pi=+1\). They cancel, and that side of the pupil receives no reinforcement. The curvature is 7.68 µm⁻², a much smaller improvement than the 4.38 µm⁻² of the matched spacing. The match is not an exact optimum, however: spacings slightly above 200 nm give a somewhat lower \(K\) still.

Illumination matters as well. In focus, a narrow assist at distance \(np\) adds approximately

\[
a\,\frac{\sin(2\pi g_mnp)}{\pi np}\,e^{\pm2\pi isnp}
\]

to the central field, with one sign of the exponent for each side. For \(n=1\), \(2g_mp=2\times3.886\times0.200=1.554\), and \(\sin(1.554\pi)\) is negative. Matched illumination supplies the factor \(e^{\pm i\pi}=-1\), so the nearest assists strengthen the main slot. On axis that factor is \(+1\), and they weaken it. The second pair subtracts in both cases, but its amplitude is smaller. The central intensity accordingly rises from 0.421 to 0.561 with the matched source and falls from 0.512 to 0.330 on axis. On axis the dense lines themselves are unresolved, since their first orders at \(\pm1/p=\pm5.0\) µm⁻¹ miss the pupil. There is then no dense-line image to imitate. The two pairs together still lower the central focus curvature on axis, from about 9.5 to 4.0 µm⁻², but they dim the slot as they do so. One pair alone raises the curvature slightly. A small \(K\) alone is therefore no proof that dense lines are being imitated.

Real sources have finite size. For a source point at \(s+\delta\), the two dense orders reach \(s+\delta\) and \(-s+\delta\), where \(W\) differs, so the dense image acquires some focus dependence. With poles of half-width \(0.1g_m\), the curvatures are 9.55 µm⁻² for the isolated slot, 4.93 with assists and 0.58 for dense lines. The ideal cancellation is lost, but the ordering remains.

In this example, then, the assisted slot keeps its width better through focus, and more of its light travels in directions that stay nearly in phase. The set of directions accepted by the lens is the same as before. The remaining values are in the numerical output below.

## Computed results

```
wavelength 193 nm, NA 0.75
main slot 100 nm, assists 40 nm, spacing 200 nm
pupil edge NA/lambda: 3.8860 1/um
matched source frequency: 2.5000 1/um
source position in units of NA: 0.6433
largest accepted mask frequency: 6.3860 1/um
image cutoff 2NA/lambda: 7.7720 1/um
isolated: relative image spectrum at 0.85 cutoff 1.09e-01
isolated: largest beyond cutoff + 1 1/um 3.3e-10
assisted: relative image spectrum at 0.85 cutoff 2.07e-02
assisted: largest beyond cutoff + 1 1/um 1.1e-11
fine grating: pitch 120 nm, frequency 8.3333 1/um
without assists: harmonic at 120 nm 6.6e-18, at 240 nm 0.0000
with assists: harmonic at 120 nm 1.2e-17, at 240 nm 0.0481
isolated: M at g=-s, 0, +s: 63.7, 90.0, 100.0 nm
isolated: energy within 0.15 NA/lambda of +-s: 0.290
assisted: M at g=-s, 0, +s: 213.3, 90.0, 260.0 nm
assisted: energy within 0.15 NA/lambda of +-s: 0.807
narrow slot, NA 0.05: Var(W)/W_edge^2 = 0.08887; 4/45 = 0.08889
201 slots minus dense, centre field at 0 nm: 0.0009
201 slots minus dense, centre field at 150 nm: 0.0009
isolated: focus curvature 9.549 1/um^2
assisted: focus curvature 4.383 1/um^2
dense: focus curvature 0.000 1/um^2
one assist pair: focus curvature 7.409 1/um^2
assists at 300 and 600 nm: focus curvature 7.676 1/um^2
poles of half-width 0.1 NA/lambda, curvature isolated/assisted/dense: 9.549, 4.932, 0.577 1/um^2
isolated: centre I at 0, 150 nm: 0.4213, 0.3394; ratio 0.8056
isolated: threshold 0.2640; width at 150 nm defocus 78.47 nm
isolated: normalized log slope at x=50 nm: 1.952 in focus, 1.643 defocused
assisted: centre I at 0, 150 nm: 0.5605, 0.5076; ratio 0.9056
assisted: threshold 0.3155; width at 150 nm defocus 91.58 nm
assisted: normalized log slope at x=50 nm: 2.497 in focus, 2.481 defocused
dense: centre I at 0, 150 nm: 0.6696, 0.6696; ratio 1.0000
dense: threshold 0.3513; width at 150 nm defocus 100.00 nm
dense: normalized log slope at x=50 nm: 2.846 in focus, 2.846 defocused
isolated: defocus for 10% central loss 104.9 nm
assisted: defocus for 10% central loss 154.6 nm
largest intensity outside main slot, 0 to 150 nm: 0.2095
that peak divided by threshold: 0.664
on axis, centre I isolated/assisted: 0.5122, 0.3299
on axis, dense-line modulation: 0.0e+00
```
